# Density of states of one tetrahedron with equally spaced corner energies: a program that tests the result

```python
# Linear tetrahedron method. A band energy eps(k) is affine in a tetrahedron of
# volume V with corner energies e1<e2<e3<e4 (eij = ei - ej).
# n(E) = vol{eps<E}/V is the occupied fraction, g(E) = dn/dE the normalized DOS.
# Result under test, for corners 0,1,2,3 (unit: energy step D):
#   g = E^2/2, 3/4-(E-3/2)^2, (3-E)^2/2 on [0,1],[1,2],[2,3];
#   max g = 3/4 at 3/2, n(1) = 1/6, mean 3/2, variance 1/4.
# General corners: mean = sum(e)/4, variance = (variance of the corners)/5.
# Independent side: convex-hull volumes and areas of the clipped polyhedron,
# quadrature, symbolic simplex integrals, Monte Carlo, discrete convolution.
import itertools
import numpy as np
import sympy as sp
from scipy.spatial import ConvexHull
from scipy.linalg import null_space
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants

def n_pieces(E, e):
    e1, e2, e3, e4 = e
    cone = (E-e1)**3/((e2-e1)*(e3-e1)*(e4-e1))
    poke = (E-e2)**3/((e2-e1)*(e3-e2)*(e4-e2))
    return [cone, cone-poke, 1-(e4-E)**3/((e4-e1)*(e4-e2)*(e4-e3))]

def n_formula(E, e):
    return n_pieces(E, e)[0 if E < e[1] else (1 if E < e[2] else 2)]

def crossings(v, f, c):
    return [v[a]+(c-f[a])/(f[b]-f[a])*(v[b]-v[a])
            for a, b in itertools.combinations(range(4), 2) if (f[a]-c)*(f[b]-c) < 0]

def clipped_volume(v, f, c):
    pts = [v[a] for a in range(4) if f[a] <= c]+crossings(v, f, c)
    return ConvexHull(np.array(pts)).volume

def gradient(v, e):
    return np.linalg.solve(v[1:]-v[0], e[1:]-e[0])

def section_area(v, e, E):
    pts = np.array([v[a] for a in range(4) if e[a] == E]+crossings(v, e, E))
    return ConvexHull(pts @ null_space(gradient(v, e)[None, :])).volume

def n_geom(v, e, E):
    return clipped_volume(v, e, E)/ConvexHull(v).volume

def g_geom(v, e, E):
    return section_area(v, e, E)/(ConvexHull(v).volume*np.linalg.norm(gradient(v, e)))

def moment_geom(v, e, p):
    t, w = np.polynomial.legendre.leggauss(4)   # exact to degree 7 on each piece
    return sum(wi*(b-a)/2*x**p*g_geom(v, e, x) for a, b in zip(e[:-1], e[1:])
               for x, wi in zip((a+b)/2+(b-a)/2*t, w))

cube_tet = np.array([[0, 0, 0], [1, 0, 0], [1, 1, 0], [1, 1, 1.]])
skew_tet = np.array([[.1, -.2, .3], [1.3, .2, -.1], [.4, 1.5, .2], [-.3, .5, 1.1]])
even = np.array([0., 1, 2, 3])
uneven = np.array([-0.4, 0.3, 1.1, 2.9])

# n from hull volumes; area/gradient form against the derivative of the volume
for v in (cube_tet, skew_tet):
    for e in (even, uneven):
        for E in np.linspace(e[0]+.03, e[3]-.03, 37):
            assert abs(n_geom(v, e, E)-n_formula(E, e)) < 1e-11
            h = 1e-4   # central-difference error h^2 n'''/6
            fd = (n_geom(v, e, E+h)-n_geom(v, e, E-h))/(2*h)
            assert abs(fd-g_geom(v, e, E)) < 1e-7
        # protruding piece of the cone, and the expanded middle form
        for s in (.2, .5, .9):
            E = e[1]+s*(e[2]-e[1]); x = E-e[1]
            t = (E-e[0])/(e[1:]-e[0])
            big = np.vstack([v[0], v[0]+t[:, None]*(v[1:]-v[0])])
            poke = clipped_volume(big, np.concatenate([[1.], 1-t]), 0.)/ConvexHull(v).volume
            assert abs(poke-x**3/((e[1]-e[0])*(e[2]-e[1])*(e[3]-e[1]))) < 1e-11
            e21, e31, e41, e32, e42 = e[1]-e[0], e[2]-e[0], e[3]-e[0], e[2]-e[1], e[3]-e[1]
            usual = (e21**2+3*e21*x+3*x*x-(e31+e42)*x**3/(e32*e42))/(e31*e41)
            assert abs(usual-n_geom(v, e, E)) < 1e-11
        m0, m1, m2 = (moment_geom(v, e, p) for p in range(3))
        assert abs(m0-1) < 1e-11 and abs(m1-e.mean()) < 1e-11
        assert abs(m2-((e**2).sum()+e.sum()**2)/20) < 1e-11
        assert abs(m2-m1**2-e.var()/5) < 1e-11

# exact pieces for corners 0,1,2,3
X = sp.symbols('E'); R = sp.Rational
nP = n_pieces(X, [sp.Integer(i) for i in range(4)])
gP = [sp.expand(sp.diff(p, X)) for p in nP]
for a, b in zip(gP, [X**2/2, R(3, 4)-(X-R(3, 2))**2, (3-X)**2/2]):
    assert sp.expand(a-b) == 0
piece = lambda L, E: L[min(int(E), 2)].subs(X, E)
I = lambda f: [sp.integrate(f*gP[i], (X, i, i+1)) for i in range(3)]
I0, I1, I2 = I(1), I(X), I(X**2)
mean = sum(I1); second = sum(I2); var = second-mean**2; Ic = I((X-mean)**2)
assert sum(I0) == 1 and mean == R(3, 2) and var == R(1, 4) and sum(Ic) == var
assert nP[0].subs(X, 1) == nP[1].subs(X, 1) == R(1, 6)
assert nP[1].subs(X, 2) == nP[2].subs(X, 2) == R(5, 6)

# shape of g from geometry: values, symmetry, monotony, slopes, curvature, maximum
G = lambda E: g_geom(skew_tet, even, E)
grid = np.linspace(.05, 2.95, 59); vals = np.array([G(E) for E in grid])
assert max(abs(y-float(piece(gP, E))) for E, y in zip(grid, vals)) < 1e-11
assert np.allclose(vals, vals[::-1], atol=1e-11)
assert (np.diff(vals[:30]) > 0).all() and (np.diff(vals[29:]) < 0).all()
h = .1   # the three-point formulas below are exact for quadratics
slope = lambda E, s: s*(-3*G(E)+4*G(E+s*h)-G(E+2*s*h))/(2*h)
slopes = [slope(1., -1), slope(1., 1), slope(2., -1), slope(2., 1)]
assert np.allclose(slopes, [1, 1, -1, -1], atol=1e-9)
curv = [(G(c+h)-2*G(c)+G(c-h))/h**2 for c in (.5, 1.5, 2.5)]
assert np.allclose(curv, [1, -2, 1], atol=1e-9)
opt = minimize_scalar(lambda E: -G(E), bounds=(.1, 2.6), method='bounded',
                      options={'xatol': 1e-9})
assert abs(opt.x-1.5) < 1e-6 and abs(-opt.fun-.75) < 1e-10
assert abs(n_geom(skew_tet, even, 1.)-1/6) < 1e-12

# barycentric moments by symbolic integration over the simplex
a, b, c = sp.symbols('a b c'); lam = [1-a-b-c, a, b, c]
avg = lambda f: 6*sp.integrate(sp.expand(f), (c, 0, 1-a-b), (b, 0, 1-a), (a, 0, 1))
for pw in [(1,0,0,0), (0,0,1,0), (2,0,0,0), (0,2,0,0), (1,0,0,1), (0,1,1,0), (2,1,0,3)]:
    rule = R(6*sp.prod([sp.factorial(p) for p in pw]), sp.factorial(3+sum(pw)))
    assert avg(sp.prod([l**p for l, p in zip(lam, pw)])) == rule
eps = a+2*b+3*c
assert avg(eps) == mean and avg(eps**2) == second

# Monte Carlo by rejection in k space, five-sigma tolerances
rng = np.random.default_rng(7)
k = rng.uniform(skew_tet.min(0), skew_tet.max(0), (1500000, 3))
L = np.linalg.solve((skew_tet[1:]-skew_tet[0]).T, (k-skew_tet[0]).T)
k = k[(L >= 0).all(0) & (L.sum(0) <= 1)]
s = (k-skew_tet[0]) @ gradient(skew_tet, even); N = len(s)
assert abs(s.mean()-1.5) < 5*s.std()/N**.5
assert abs(s.var()-.25) < 5*((s-s.mean())**2).std()/N**.5
assert abs((s < 1).mean()-1/6) < 5*(5/36/N)**.5

# cube: six tetrahedra tile it; g is a triple convolution of boxes
pts = rng.random((2000, 3)); hits = np.zeros(2000, int)
for p in itertools.permutations(range(3)):
    v = cube_tet[:, p]
    assert abs(ConvexHull(v).volume-1/6) < 1e-13 and np.allclose(v.sum(1), even)
    L = np.linalg.solve(v[1:].T, pts.T)
    hits += (L >= 0).all(0) & (L.sum(0) <= 1)
assert (hits == 1).all()
M = 1000; box = np.ones(M, dtype=np.int64)
dens = np.convolve(np.convolve(box, box), box)/M**2
Es = (np.arange(len(dens))+1.5)/M
gnum = np.choose(np.minimum(Es.astype(int), 2), [sp.lambdify(X, q)(Es) for q in gP])
assert abs(dens-gnum).max() < .5/M**2   # discretization error is at most 1/(4 M^2)
u = sp.symbols('u'); box_var = sp.integrate((u-R(1, 2))**2, (u, 0, 1))
assert 3*box_var == var
A = section_area(cube_tet, even, 1.5); assert abs(A-3**.5/8) < 1e-12

# scaling with the step D
D = 0.01; Ha = physical_constants['Hartree energy in eV'][0]; eD = D*even
gD = g_geom(skew_tet, eD, 1.5*D); mD = moment_geom(skew_tet, eD, 1)
vD = moment_geom(skew_tet, eD, 2)-mD**2
assert abs(gD*D-.75) < 1e-10 and abs(mD/D-1.5) < 1e-10 and abs(vD/D**2-.25) < 1e-9

print("corner energies [D]:", even.tolist())
for i in range(3):
    print(f"on [{i},{i+1}] D: n = {sp.expand(nP[i])}; g = {gP[i]} [1/D]")
for j in range(7):
    E = R(j, 2); nv, gv = piece(nP, E), piece(gP, E)
    print(f"E = {float(E):.1f} D: n = {nv} = {float(nv):.6f}, g = {gv} = {float(gv):.6f} 1/D")
print("cone, poke fractions at E=1.5 D:", nP[0].subs(X, R(3, 2)),
      (nP[0]-nP[1]).subs(X, R(3, 2)))
print(f"hull n(1 D) = {n_geom(skew_tet, even, 1.):.6f}")
print(f"numerical maximum g = {-opt.fun:.6f} 1/D at E = {opt.x:.6f} D")
print("g' left,right of 1; left,right of 2 [1/D^2]:", [round(x, 6) for x in map(float, slopes)])
print("g'' on the pieces [1/D^3]:", [round(x, 6) for x in map(float, curv)])
print("int g per piece:", I0)
print("int E g per piece [D]:", I1, "mean =", mean, "D")
print("int E^2 g per piece [D^2]:", I2, "sum =", second, "D^2")
print("mean^2 =", mean**2, "D^2; variance =", var, "D^2; std =", sp.sqrt(var), "D")
print("int (E-mean)^2 g per piece [D^2]:", Ic)
print("band energy below 1 D =", I1[0], "D; per occupied state =", I1[0]/I0[0], "D")
print("<l>, <l^2>, <l l'> =", avg(a), avg(a*a), avg(a*b))
print(f"sum e = {even.sum():.0f} D, (sum e)^2 = {even.sum()**2:.0f} D^2, "
      f"sum e^2 = {(even**2).sum():.0f} D^2")
print(f"corner variance = {even.var():.4f} D^2, one fifth = {even.var()/5:.4f} D^2")
print("variance of one unit box =", box_var, "D^2")
print(f"cube tetrahedron (edge 1): V = {ConvexHull(cube_tet).volume:.6f}, A(1.5 D) = {A:.6f}, "
      f"|grad| = {np.linalg.norm(gradient(cube_tet, even)):.6f} D")
print(f"Monte Carlo, {N} points: n(1 D) = {(s < 1).mean():.4f}, mean = {s.mean():.4f} D, "
      f"variance = {s.var():.4f} D^2")
print(f"1 Ha = {Ha:.6f} eV; model step D = {D} Ha = {D*Ha:.6f} eV")
print(f"max g = {gD:.4f} 1/Ha = {gD/Ha:.5f} 1/eV")
print(f"mean and peak position = {mD:.5f} Ha = {mD*Ha:.5f} eV")
print(f"variance = {vD:.4e} Ha^2 = {vD*Ha**2:.6f} eV^2")
print(f"std = {vD**.5:.5f} Ha = {vD**.5*Ha:.5f} eV")
print("checks complete")
```

Running it gives:

```
corner energies [D]: [0.0, 1.0, 2.0, 3.0]
on [0,1] D: n = E**3/6; g = E**2/2 [1/D]
on [1,2] D: n = -E**3/3 + 3*E**2/2 - 3*E/2 + 1/2; g = -E**2 + 3*E - 3/2 [1/D]
on [2,3] D: n = E**3/6 - 3*E**2/2 + 9*E/2 - 7/2; g = E**2/2 - 3*E + 9/2 [1/D]
E = 0.0 D: n = 0 = 0.000000, g = 0 = 0.000000 1/D
E = 0.5 D: n = 1/48 = 0.020833, g = 1/8 = 0.125000 1/D
E = 1.0 D: n = 1/6 = 0.166667, g = 1/2 = 0.500000 1/D
E = 1.5 D: n = 1/2 = 0.500000, g = 3/4 = 0.750000 1/D
E = 2.0 D: n = 5/6 = 0.833333, g = 1/2 = 0.500000 1/D
E = 2.5 D: n = 47/48 = 0.979167, g = 1/8 = 0.125000 1/D
E = 3.0 D: n = 1 = 1.000000, g = 0 = 0.000000 1/D
cone, poke fractions at E=1.5 D: 9/16 1/16
hull n(1 D) = 0.166667
numerical maximum g = 0.750000 1/D at E = 1.500000 D
g' left,right of 1; left,right of 2 [1/D^2]: [1.0, 1.0, -1.0, -1.0]
g'' on the pieces [1/D^3]: [1.0, -2.0, 1.0]
int g per piece: [1/6, 2/3, 1/6]
int E g per piece [D]: [1/8, 1, 3/8] mean = 3/2 D
int E^2 g per piece [D^2]: [1/10, 31/20, 17/20] sum = 5/2 D^2
mean^2 = 9/4 D^2; variance = 1/4 D^2; std = 1/2 D
int (E-mean)^2 g per piece [D^2]: [1/10, 1/20, 1/10]
band energy below 1 D = 1/8 D; per occupied state = 3/4 D
<l>, <l^2>, <l l'> = 1/4 1/10 1/20
sum e = 6 D, (sum e)^2 = 36 D^2, sum e^2 = 14 D^2
corner variance = 1.2500 D^2, one fifth = 0.2500 D^2
variance of one unit box = 1/12 D^2
cube tetrahedron (edge 1): V = 0.166667, A(1.5 D) = 0.216506, |grad| = 1.732051 D
Monte Carlo, 97383 points: n(1 D) = 0.1663, mean = 1.5002 D, variance = 0.2491 D^2
1 Ha = 27.211386 eV; model step D = 0.01 Ha = 0.272114 eV
max g = 75.0000 1/Ha = 2.75620 1/eV
mean and peak position = 0.01500 Ha = 0.40817 eV
variance = 2.5000e-05 Ha^2 = 0.018511 eV^2
std = 0.00500 Ha = 0.13606 eV
checks complete
```
